# When surface states lower a topological semimetal film's resistivity on thinning

**Q.** I measure a semimetal film with current flowing in its plane. Its resistivity falls as I make it thinner, whereas an ordinary metal film gets worse. I am told that surface states conduct in parallel with the bulk. Is that a sufficient explanation?

**A.** It is half of one. Start with what you extract from the measurement. Let \(G\) be the sheet conductance and \(t\) the thickness. The effective resistivity is

\[
\rho(t)=\frac{t}{G(t)},\qquad G(t)=G_b(t)+G_s ,
\]

where \(G_b\) belongs to the bulk carriers and \(G_s\) to the surface states of both faces together. Dividing by \(t\),

\[
\frac1\rho=\frac{G_b}{t}+\frac{G_s}{t}.
\]

If \(G_s\) is constant, its contribution to the effective conductivity grows as \(1/t\). If also \(G_b=\sigma_0t\), with \(\sigma_0\) the bulk conductivity, then \(\rho=1/(\sigma_0+G_s/t)\) falls on thinning for any positive \(G_s\).

The weak point is \(G_b=\sigma_0t\). The faces also scatter bulk carriers, and we must find what that costs.

**Q.** Before that, why may I add the two conductances at all? Electrons scatter between surface and bulk states.

**A.** They do, and addition then needs a condition. Label the states by \(i\), with velocity \(v_i\) along the field, and let \(g_i\) be the response to the field, up to a common factor. With symmetric scattering rates \(W_{ij}\), the linear Boltzmann equation is

\[
\sum_jW_{ij}(g_i-g_j)=v_i .
\]

Suppose that collisions randomise direction, so that \(W_{ij}\) depends only on the groups, surface or bulk, to which \(i\) and \(j\) belong. Suppose also that the velocities in each group sum to zero. Try \(g_i=v_i/\Gamma_i\), where \(\Gamma_i=\sum_jW_{ij}\) is the total rate out of state \(i\), equal for all members of a group. The scattering-in term \(\sum_jW_{ij}g_j\) is then a sum of group velocities with constant weights, so it vanishes. What remains is \(\Gamma_ig_i=v_i\), which is satisfied.

The current \(\sum_iv_ig_i\) therefore separates into a surface and a bulk part. Surface-to-bulk scattering is not ignored: it shortens the surface mean free path \(l_s\) through \(\Gamma_i\). Holding \(l_s\) fixed as \(t\) changes is a further assumption. It requires the bulk states available at a face to be nearly independent of thickness.

**Q.** What sets the size of the two conductances?

**A.** Take \(g\) equal, isotropic Weyl pockets without spin degeneracy, each of radius \(k_F\), with speed \(v\), relaxation time \(\tau\) and bulk mean free path \(l_b=v\tau\). At low temperature one pocket gives

\[
\sigma_1=e^2\tau\int\frac{d^3k}{(2\pi)^3}\,v_x^2\,\delta(E-E_F).
\]

The delta function leaves the Fermi sphere, of area \(4\pi k_F^2\), with a factor \(1/(\hbar v)\). The average of \(v_x^2\) over it is \(v^2/3\). Hence

\[
\sigma_1=\frac{e^2\tau}{8\pi^3}\,\frac{4\pi k_F^2}{\hbar v}\,\frac{v^2}{3}
=\frac{e^2k_F^2l_b}{6\pi^2\hbar},
\qquad
\sigma_0=g\,\frac{e^2}{h}\,\frac{k_F^2l_b}{3\pi},
\]

where \(\hbar=h/2\pi\) was used in the last step.

The surface states at the Fermi energy lie on open lines in the surface Brillouin zone, the Fermi arcs. Let \(K\) be their total length on one face, excluding the parts covered by projected bulk pockets. In two dimensions the delta function leaves a line integral with the factor \(1/(\hbar v_s)\), where \(v_s\) is the surface speed. One face gives

\[
\frac{e^2}{4\pi^2\hbar}\int dk\,\frac{v_x^2\tau_s}{v_s}
=\frac{e^2}{h}\,\frac{Kl_s}{2\pi}\,\langle\hat v_x^2\rangle ,
\]

with \(l_s=v_s\tau_s\) and \(\hat v_x=v_x/v_s\). If the arcs have fourfold symmetry, \(\langle\hat v_x^2\rangle=\langle\hat v_y^2\rangle=1/2\), and their velocities sum to zero, as parallel addition required. Two such faces give

\[
G_s=\frac{e^2}{h}\,\frac{Kl_s}{2\pi}.
\]

**Q.** Does a real slab calculation produce such a constant surface term, or have you assumed it?

**A.** The number of surface channels can be checked on a lattice. Take unit lattice spacing and energy unit, Pauli matrices \(\sigma_i\), and

\[
H=\sin k_x\,\sigma_x+\sin k_y\,\sigma_y+(2+m_0-\cos k_x-\cos k_y-\cos k_z)\sigma_z .
\]

For \(m_0=0\) there are Weyl nodes at \(k_x=k_y=0\), \(k_z=\pm\pi/2\). Cut the crystal into a slab with layers \(n\) along \(y\), and set \(k_x=0\). With \(m=1-\cos k_z\), a zero-energy state obeys

\[
m\psi_n-\frac{1+\sigma_x}{2}\psi_{n+1}-\frac{1-\sigma_x}{2}\psi_{n-1}=0 .
\]

For \(\sigma_x=+1\) this reads \(\psi_{n+1}=m\psi_n\), a state decaying from one face when \(|m|<1\), that is, between the nodes. For \(\sigma_x=-1\) it decays from the other face. The decay length, \(1/\ln(1/|m|)\) layers, diverges at the nodes, so the arc ends reach deepest.

Diagonalizing the slab gives the Fermi-level weight \(\int dk_xdk_z\sum v_x^2\delta(E-E_F)\), which is proportional to sheet conductance at fixed relaxation time. I used \(E_F=0.2\) with a thermal smearing of 0.02. The arcs of the two faces obey \(\sin k_x=\pm0.2\), and they end where \(\cos k_z=1-\cos k_x=0.020\). There they touch the projected bulk pockets without entering them, so no part is covered and the total length is \(4\times1.551=6.20\). With \(|v_x|=\cos k_x=0.98\), the expected arc weight is 6.08. After subtraction of the bulk weight, 0.0554 per layer, the slab leaves 5.67, 5.62 and 5.55 for 12, 16 and 20 layers, or 0.93, 0.92 and 0.91 of the expected weight. (The last column of the lattice output below is larger because it divides by \(4(\pi/2-0.2)=5.48\), a rougher arc length that subtracts a pocket overlap absent here.) This remainder also contains the change that the faces make to the bulk subbands, which the subtraction does not separate. At these thicknesses the second subband starts at 0.35, 0.27 and 0.22, above \(E_F\), so almost all the slab weight sits in the lowest branch, the arcs and their continuation into the pockets, and the subtraction is nominal. In thicker slabs, where bulk subbands do cross the Fermi level, the remainder settles at 5.58, or 0.92 of the arc weight, from 40 to 120 layers: it is constant, but it does not approach the full arc weight. A trivial slab of 12 layers, with \(m_0=1.05\), has a total weight of 0.62, against 6.34 for the topological one.

At four layers the ratio drops to 0.80. The terms of \(H\) other than \(\sin k_x\,\sigma_x\) anticommute with \(\sigma_x\), so a coupling \(\Delta\) between the faces changes the arc energies from \(\pm\sin k_x\) to \(\pm\sqrt{\sin^2k_x+\Delta^2}\). Where \(\Delta\) exceeds \(E_F\), the arc states no longer reach the Fermi level. This happens first near the arc ends, which reach deepest and so couple most strongly. So "thickness-independent" is an approximation that fails in very thin films. This two-node model serves to count channels at fixed relaxation time, not to justify the scattering assumption: on each of its faces the arc carriers all move one way.

**Q.** Now the cost to the bulk carriers. How do I calculate it?

**A.** Follow a carrier backwards along its path. Let \(u\) be the magnitude of its direction cosine to the film normal, and \(z\) its distance from the face it last left. The path back to that face is \(d=z/u\), and each earlier crossing has length \(T=t/u\). A reflection is specular with probability \(p\); otherwise memory of the field's push is lost. The effective path over which the field has acted is

\[
L=l_b\left[1-e^{-d/l_b}+\sum_{n=1}^{\infty}p^n
e^{-[d+(n-1)T]/l_b}\left(1-e^{-T/l_b}\right)\right].
\]

Put \(\kappa=t/l_b\) and \(q=e^{-\kappa/u}=e^{-T/l_b}\). The sum is geometric:

\[
\frac{L}{l_b}=1-e^{-d/l_b}\left[1-\frac{p(1-q)}{1-pq}\right]
=1-e^{-d/l_b}\,\frac{1-p}{1-pq}.
\]

The average of \(e^{-d/l_b}\) over \(z\) from 0 to \(t\) is \((u/\kappa)(1-q)\). Therefore

\[
\frac{\langle L\rangle}{l_b}=1-\frac u\kappa f,\qquad
f=\frac{(1-p)(1-q)}{1-pq}.
\]

The in-plane velocity squared, averaged over azimuth, weights each \(u\) by \(1-u^2\). The prefactor \(3/2\) restores \(\sigma_0\) when \(L=l_b\), because \(\int_0^1(1-u^2)du=2/3\). Multiplying by \(\sigma_0t=\sigma_0l_b\kappa\) gives

\[
G_b=\sigma_0l_b\left[\kappa-\frac32\int_0^1(u-u^3)f\,du\right].
\]

In a thick film \(q\to0\) and \(f\to1-p\). Since \(\int_0^1(u-u^3)du=1/4\),

\[
G_b\to\sigma_0t-\frac38(1-p)\sigma_0l_b .
\]

The loss is itself a thickness-independent sheet conductance, with a negative sign. Physically, only carriers within about a mean free path of a face are affected, and that region does not widen as the film gets thicker.

**Q.** So the two constants compete. Is the sign of their sum the whole criterion?

**A.** It settles the thick-film trend. For all thicknesses, differentiate \(\rho=t/G\):

\[
\frac{d\rho}{dt}=\frac{G-tG'}{G^2}=\frac{G_s-D(t)}{G^2},
\qquad D(t)=tG_b'-G_b .
\]

Resistivity falls on thinning where \(d\rho/dt>0\), that is, where \(G_s>D(t)\).

We need the shape of \(D\). From \(df/dq=-(1-p)^2/(1-pq)^2\) and \(dq/d\kappa=-q/u\),

\[
\frac{df}{d\kappa}=\frac{(1-p)^2q}{u(1-pq)^2},\qquad
\frac{d^2f}{d\kappa^2}=-\frac{(1-p)^2q(1+pq)}{u^2(1-pq)^3}.
\]

For \(p<1\) the second derivative is negative. As \(f\) enters \(G_b\) with a minus sign, \(G_b''>0\), and so \(D'=tG_b''>0\). The loss term \(D\) grows steadily with thickness.

Its limits follow from

\[
D=\frac32\sigma_0l_b\int_0^1(u-u^3)\left(f-\kappa\frac{df}{d\kappa}\right)du .
\]

As \(\kappa\to0\), \(f\to0\). A concave function that starts at zero and rises obeys \(0\le\kappa\,df/d\kappa\le f\), so \(D\to0\). As \(\kappa\to\infty\), \(\kappa\,df/d\kappa\to0\) and \(D\to D_\infty=\frac38(1-p)\sigma_0l_b\). Within this model there are three cases for \(p<1\):

- If \(G_s\ge D_\infty\), resistivity falls on thinning at every finite thickness.
- If \(0<G_s<D_\infty\), it first rises, peaks at the thickness \(t^*\) where \(D(t^*)=G_s\), and then falls.
- If \(G_s=0\), it rises throughout.

For perfectly specular faces, \(p=1\), the loss vanishes and any positive \(G_s\) is enough.

**Q.** Why should a semimetal satisfy this when an ordinary metal with surface states does not?

**A.** Divide the two constants, using the fourfold-symmetric arcs:

\[
\frac{G_s}{D_\infty}
=\frac{Kl_s/(2\pi)}{(1-p)\,g k_F^2l_b^2/(8\pi)}
=\frac{4Kl_s}{g k_F^2l_b^2(1-p)} .
\]

The denominator contains the bulk Fermi-surface area and the square of the bulk path. One power of \(l_b\) comes from the conductivity, the other from the depth of the affected region. Small pockets and a short bulk path therefore help, as does a long arc.

For contrast take a good metal with round parameters: one spin-degenerate sphere, \(g=2\), \(k_F=14\ \mathrm{nm^{-1}}\), both mean free paths 40 nm and diffuse faces. Give it surface states of total length \(K=12\ \mathrm{nm^{-1}}\) per face. Then \(G_s=2.96\) mS but \(D_\infty=967\) mS, a ratio of 0.003. The surface states conduct, but their contribution is swamped by what the faces take from the bulk.

**Q.** Put numbers to a semimetal film that could matter for a narrow interconnect.

**A.** Let me take round parameters for a disordered Weyl semimetal at 300 K: \(g=24\), \(k_F=1\ \mathrm{nm^{-1}}\), \(l_b=4\) nm, \(K=12\ \mathrm{nm^{-1}}\) per face and \(p=0\). With \(e^2/h=0.03874\) mS,

\[
\sigma_0=\frac{24(3.874\times10^{-5})(10^{18})(4\times10^{-9})}{3\pi}
=3.95\times10^5\ \mathrm{S/m},
\]

or a bulk resistivity of 253 μΩ cm. The limiting loss is

\[
D_\infty=0.375(3.95\times10^5)(4\times10^{-9})\ \mathrm{S}=0.592\ \mathrm{mS}.
\]

For a surface path of 20 nm,

\[
G_s=0.03874\times\frac{12\times20}{2\pi}\ \mathrm{mS}=1.48\ \mathrm{mS},
\]

which is 2.5 times the loss. For a path of 5 nm it is 0.370 mS, or 0.625 of the loss. The threshold path is 8 nm. This uses a single relaxation time with no scattering-in. If short-range scattering within a Weyl pocket is weighted by the spinor overlap \((1+\cos\theta)/2\), with \(\theta\) the scattering angle and \(l_b\) read as the transport path, the coefficient \(3/8\) falls to 0.344, the threshold to 7.3 nm, and the entries below, which keep the single relaxation time, change by less than 2%. With all else fixed, the resistivities in μΩ cm are:

| \(t\) (nm) | \(G_s=0\) | \(l_s=5\) nm | \(l_s=20\) nm |
|---:|---:|---:|---:|
| 100 | 257 | 255 | 248 |
| 20 | 274 | 261 | 228 |
| 10 | 297 | 268 | 206 |
| 5 | 346 | 276 | 171 |
| 3 | 410 | 272 | 136 |

The last column can be read with two lengths. The bulk loss is equivalent to removing \(D_\infty/\sigma_0=1.5\) nm of film, and the surface states to adding \(G_s/\sigma_0=3.75\) nm. In a thick film

\[
\rho\simeq\frac{1}{\sigma_0}\,\frac{t}{t-1.5\ \mathrm{nm}+3.75\ \mathrm{nm}} .
\]

At 20 nm this gives 228 μΩ cm, as in the table.

The middle column peaks at 276 μΩ cm near 4.3 nm. The fall below the peak is slight, and at 3 nm the film is still more resistive than the bulk. Surface conduction is present in both columns, yet a measurement from 100 down to 5 nm would show opposite trends.

**Q.** Does the surface share of the current really grow as inverse thickness?

**A.** In thick films, yes: \(G_s/G\to G_s/(\sigma_0t)\). For the 20 nm surface path the share is 0.037 at 100 nm, close to \(3.75/100\). At 3 nm it is 0.67, whereas the inverse law would give 1.25, which is impossible for a share. The contribution \(G_s/t\) to the conductivity keeps growing as \(1/t\) while \(G_s\) stays constant, but the fraction of the current must saturate.

**Q.** At 3 nm, can you still treat the bulk carriers as classical particles?

**A.** Not reliably. The number of bulk subbands per pocket is roughly \(k_Ft/\pi=0.95\), so the bulk entries at 3 nm are indicative at best. The peak at 4.3 nm suffers from the same problem, and I would not trust its position.

One conclusion for the longer surface path survives. Whatever the bulk does, \(G_b\ge0\), so

\[
\rho\le\frac{t}{G_s}.
\]

This upper bound lies below the bulk resistivity \(1/\sigma_0\) when \(t<G_s/\sigma_0=3.75\) nm. At 3 nm it is 203 μΩ cm, against 253 for the bulk. The bound still relies on \(G_s\). Since \(G_s\) is proportional to \(l_s\), the bound settles the matter at 3 nm only while \(l_s\) stays above \(20\times3/3.75=16\) nm. For the 5 nm path the bound is 811 μΩ cm and decides nothing.

**Q.** What else have you left out, and how large is it?

**A.** I can size three effects, taking a Fermi speed of \(4\times10^5\) m/s for bulk and surface alike.

The two faces hybridise when their states overlap. For an assumed decay length \(\xi=0.5\) nm, the estimate \((\hbar v/\xi)e^{-t/\xi}\) is 1.3 meV at 3 nm, good to a factor of about two. The surface levels are broadened by \(\hbar v/l_s=13\) meV for the 20 nm path, so a coupling of this size is not resolved. That depends on the short decay length: with \(\xi=1\) nm the same estimate gives 13 meV, or up to twice that, as large as the broadening or larger. The comparison with the broadening matters where arcs of the two faces cross in momentum at the Fermi energy. In the two-node slab above they do not cross; there a coupling \(\Delta\) scales the arc weight by about \(\sqrt{1-\Delta^2/E_F^2}\), a loss of only 0.5% for \(\Delta=26\) meV and \(E_F=0.263\) eV. States near the arc ends decay more slowly than those at the middle and couple more strongly, so at 3 nm hybridisation cannot be dismissed for the whole arc.

Thermal smearing follows from averaging \(k^2\) over the Fermi window of a linear band, which multiplies \(\sigma_0\) by \(1+(\pi^2/3)(k_BT/E_F)^2\) at fixed mean free path and chemical potential. Here \(E_F=0.263\) eV from the node and \(k_BT=0.026\) eV, so the change is 3.2%. If the carrier density is fixed instead, the chemical potential drops on heating, and to this order the change is equally large but negative. Phonon scattering is not in this figure; it belongs in the chosen paths.

Quantum interference has the scale \((e^2/\pi h)\ln(\tau_\phi/\tau)\), where \(\tau_\phi\) is the phase-coherence time. For an assumed ratio of 10 it is 0.028 mS, or 1.3% of the total conductance at 3 nm with the longer path. This is the figure for one coherent channel, as when scattering mixes all the pockets quickly. Pockets that stay decoupled would each contribute, and with 24 of them the correction could be about ten times larger. Its sign depends on the spin structure and the scattering. With \(k_Fl_b=4\), the bulk is also not far from the limit of semiclassical transport.

**Q.** How close is this to a film I could put into a chip?

**A.** A thickness of a few nanometres is relevant to narrow interconnects, but the film is a model. Spherical pockets with \(k_F=1\ \mathrm{nm^{-1}}\) can stay separate only if their nodes lie more than \(2\ \mathrm{nm^{-1}}\) apart. In a simple two-node band, with energy \(\hbar v(k^2-k_0^2)/(2k_0)\) along the line through nodes at \(\pm k_0\), the separation must exceed \(4\ \mathrm{nm^{-1}}\). Just above that value the pockets are separate but not spherical, and at fixed relaxation time the conductivity differs from the spherical formula by roughly a tenth, upwards or downwards depending on direction. Where nodes are closer, pockets merge below the assumed Fermi energy, and neither the formula for \(\sigma_0\) nor the assumed arc length can be taken over unchanged. The film's carrier density, \(4\times10^{20}\ \mathrm{cm^{-3}}\), is high for a Weyl semimetal, and its 4 nm bulk path describes a strongly disordered film; clean crystals can have far longer paths. This matters because the threshold surface path grows as \(l_b^2\): doubling \(l_b\) to 8 nm, with the other parameters fixed, raises it from 8 to 32 nm.

The least secure assumption is the surface path of 20 nm, five times the bulk value. Topology can require arcs to exist on a face, but it does not fix their mean free path. Roughness, grain boundaries, oxidation or a neighbouring layer may shorten it, perhaps more in thinner films. If it fell from 20 to 5 nm, the model's resistivity at 3 nm would double, from 136 to 272 μΩ cm. A wire also has sidewalls, which this film lacks.

Nor does a falling resistivity make the film a better conductor than its competitor. The good metal above has a bulk resistivity of 1.55 μΩ cm, so it can lose a great deal on thinning and still conduct better. The comparison has to be made at the same cross-section, with any liner included.

**Q.** What should I plot to test the explanation on my own films?

**A.** Plot sheet conductance against thickness, rather than resistivity alone. In the thick range the model predicts a straight line,

\[
G=\sigma_0t+(G_s-D_\infty).
\]

A positive intercept means falling resistivity on thinning. It measures the difference of the two constants, so it gives a lower bound on \(G_s\), not its value. With the 20 nm path above, the intercept would be \(1.480-0.592=0.888\) mS, well short of the true \(G_s\).

The line also presumes that \(\sigma_0\), \(l_b\) and \(l_s\) are the same in every film. If thinner films have different crystallinity, composition or doping, the intercept mixes those changes with surface conduction. Nor does a positive intercept identify Fermi arcs: a trivial conducting layer at a face would add a constant in the same way. Establishing the topological origin takes separate evidence about the surface states. The numerical output below gives the remaining values for these examples.

## Numbers as computed

```
Pockets g: 24; specularity p: 0
Pocket radius kF: 1.0 1/nm
Arc length per face K: 12.0 1/nm
Bulk mean free path: 4.0 nm
Surface mean free paths: 20 and 5 nm
Fermi velocity: 4.0e+05 m/s; temperature: 300 K
Carrier density: 4.05e+20 cm^-3
Conductance quantum e^2/h: 0.03874 mS
Bulk conductivity: 3.946e+05 S/m
Bulk resistivity: 253.4 uOhm cm
Limiting bulk loss: 0.592 mS
G_s, long surface path: 1.480 mS
G_s, short surface path: 0.370 mS
G_s/loss, long and short: 2.500, 0.625
Threshold surface path: 8.00 nm
t (nm): rho without G_s, short, long (uOhm cm); G_s share, long
   3: 410.1, 272.4, 135.7; 0.669
   5: 346.3, 275.6, 171.0; 0.506
  10: 297.2, 267.8, 206.4; 0.305
  20: 273.9, 260.7, 227.8; 0.169
  50: 261.3, 256.3, 242.5; 0.072
 100: 257.3, 254.9, 247.8; 0.037
Peak thickness, short path: 4.30 nm
Peak resistivity: 276.1 uOhm cm
Bulk-free bound thickness, long path: 3.75 nm
Bound on rho at 3 nm, long path: 202.7 uOhm cm
Bound on rho at 3 nm, short path: 810.9 uOhm cm
Lattice slab: layers, total weight, (total - bulk)/net arc length
   4: 5.090, 0.888
   8: 6.007, 1.015
  12: 6.337, 1.035
  16: 6.503, 1.024
  20: 6.661, 1.013
Lattice bulk weight per layer: 0.0554
Trivial slab weight, 12 layers: 0.616
Good metal: g 2, kF 14 1/nm, paths 40 nm
Good metal bulk resistivity: 1.55 uOhm cm
Good metal loss and G_s: 966.8, 2.96 mS
Good metal G_s/loss: 0.00306
Bulk kF times mean free path: 4.0
Fermi energy from node: 0.263 eV; kT: 0.0259 eV
Thermal change of bulk conductivity: 3.2 %
Bulk subband measure kF t/pi at 3 nm: 0.95
Assumed surface decay length: 0.5 nm
Face coupling at 3 nm: 1.31 meV
Surface level width hbar v/l_s: 13.2 meV
Assumed phase/elastic time ratio: 10
Interference scale: 0.0284 mS
Interference/total at 3 nm: 1.3 %
```
